# The Fourier Symbol of Maximal-Order Central Difference Stencils: test program

```python
# Result under test: the (2N+1)-point central second-derivative stencil of
# maximal order has, on exp(i k x), the symbol (for minus the derivative)
#   T_N(theta) = sum_{n=1..N} a_n y^n,   a_n = 2 / (n^2 binomial(2n, n)),
# with theta = k h, y = (2 sin(theta/2))^2, h the grid spacing.
# The infinite sum is theta^2 for |theta| <= pi, so T_N < theta^2 for k != 0.
# Hartree atomic units; the oscillator has unit mass and unit frequency.
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigh, toeplitz

mp.mp.dps = 50
N_MAX = 6
orders = range(1, N_MAX + 1)
y = sp.symbols("y")


def series_coefficient(n):
    return sp.Rational(2, n * n * math.comb(2 * n, n))


def solve_moment_equations(N):
    """Exact weights on offsets -N..N from exactness on monomials."""
    offsets = range(-N, N + 1)
    matrix = sp.Matrix([[sp.Integer(m) ** p for m in offsets]
                        for p in range(2 * N + 1)])
    rhs = sp.Matrix([2 if p == 2 else 0 for p in range(2 * N + 1)])
    return list(matrix.LUsolve(rhs))


# Weights, their symmetry, closed form, and symbol as a polynomial in y
weights = {}
for N in orders:
    full = solve_moment_equations(N)
    assert full == full[::-1]
    half = full[N:]
    weights[N] = half
    assert half[0] == -2 * sum(sp.Rational(1, n * n) for n in range(1, N + 1))
    for m in range(1, N + 1):
        closed = sp.Rational(2 * (-1) ** (m + 1) * math.factorial(N) ** 2,
                             m * m * math.factorial(N - m)
                             * math.factorial(N + m))
        assert half[m] == closed
    polynomial = -half[0] - 2 * sum(
        half[m] * sp.chebyshevt(m, 1 - y / 2) for m in range(1, N + 1))
    truncated = sum(series_coefficient(n) * y**n for n in range(1, N + 1))
    assert sp.expand(polynomial - truncated) == 0

# Differential equation obeyed by theta^2 as a function of y
t = sp.symbols("t")
y_of_t = 4 * sp.sin(t / 2) ** 2
first = sp.diff(t**2, t) / sp.diff(y_of_t, t)
second = sp.diff(first, t) / sp.diff(y_of_t, t)
residual = y_of_t * (4 - y_of_t) * second + (2 - y_of_t) * first - 2
for value in (sp.Rational(3, 10), sp.Rational(7, 5), sp.Rational(14, 5)):
    assert abs(float(residual.subs(t, value).evalf(30))) < 1e-20

# The infinite series inside the zone
for theta in (mp.mpf("0.5"), mp.mpf("1.5"), mp.mpf("2.5")):
    y_value = 4 * mp.sin(theta / 2) ** 2
    total = mp.fsum(2 * y_value**n / (n * n * mp.binomial(2 * n, n))
                    for n in range(1, 401))
    assert abs(total - theta**2) < mp.mpf("1e-15")

# The series at the zone boundary: slow approach to pi^2
many = 40000
term, partial = 4.0, 0.0
for n in range(1, many + 1):
    partial += term
    term *= 4.0 * n * n / ((2 * n + 2) * (2 * n + 1))
boundary_tail = math.pi**2 - partial
tail_law = 4 * math.sqrt(math.pi / many)
assert abs(boundary_tail / tail_law - 1) < 1e-4

# Underestimate and two-sided bounds, from the solved weights
mp_weights = {N: [mp.mpf(int(c.p)) / int(c.q) for c in weights[N]]
              for N in orders}


def symbol(N, theta):
    c = mp_weights[N]
    return -c[0] - 2 * mp.fsum(c[m] * mp.cos(m * theta)
                               for m in range(1, N + 1))


def defect_bounds(N, theta):
    a_next = mp.mpf(2) / ((N + 1) ** 2 * math.comb(2 * N + 2, N + 1))
    lower = a_next * (4 * mp.sin(theta / 2) ** 2) ** (N + 1)
    return lower, lower / mp.cos(theta / 2) ** 2


for N in orders:
    for i in range(1, 301):
        theta = 3 * mp.pi * i / 300
        defect = theta**2 - symbol(N, theta)
        assert defect > 0
        if i < 100:
            lower, upper = defect_bounds(N, theta)
            assert lower < defect < upper
    small = mp.mpf("0.01")
    leading = (mp.mpf(2) / ((N + 1) ** 2 * math.comb(2 * N + 2, N + 1))
               * small ** (2 * N + 2))
    assert abs((small**2 - symbol(N, small)) / leading - 1) < 1e-3

# A consistent central stencil of less than maximal order can overestimate
other = [sp.Integer(-3), sp.Rational(5, 3), sp.Rational(-1, 6)]
assert other[0] + 2 * other[1] + 2 * other[2] == 0
assert 2 * other[1] + 8 * other[2] == 2
other_symbol = -float(other[0]) - 2 * sum(
    float(other[m]) * math.cos(m) for m in (1, 2))
assert other_symbol > 1.0

# Harmonic oscillator on a grid
h = 0.5
x = h * np.arange(-20, 21)
potential = np.diag(0.5 * x**2)


def levels(row):
    return eigh(toeplitz(row) / (2 * h * h) + potential, eigvals_only=True)


sinc_row = np.array([math.pi**2 / 3]
                    + [2 * (-1) ** m / m**2 for m in range(1, len(x))])
for m in (0, 1, 2, 7):
    integral = quad(lambda q: q * q * math.cos(m * q), 0, math.pi,
                    epsabs=1e-11)[0] / math.pi
    assert abs(integral - sinc_row[m]) < 1e-9
sinc_levels = levels(sinc_row)
assert abs(sinc_levels[0] - 0.5) < 1e-10
assert abs(sinc_levels[4] - 4.5) < 1e-7

k_grid = np.linspace(-math.pi / h, math.pi / h, 4001)
density = np.exp(-k_grid**2) / math.sqrt(math.pi)
dk = k_grid[1] - k_grid[0]
assert abs(np.sum(density) * dk - 1) < 1e-12
stencil_levels, averages = {}, {}
for N in orders:
    c = np.array([float(v) for v in weights[N]])
    row = np.zeros(len(x))
    row[:N + 1] = -c
    stencil_levels[N] = levels(row)
    grid_symbol = -c[0] - 2 * sum(c[m] * np.cos(m * k_grid * h)
                                  for m in range(1, N + 1))
    averages[N] = 0.5 * dk * np.sum(
        density * (k_grid**2 - grid_symbol / h**2))
    lowering = 0.5 - stencil_levels[N][0]
    assert lowering > averages[N] - 1e-11
    assert lowering < 1.1 * averages[N]
    assert np.all(stencil_levels[N] < sinc_levels)
    if N > 1:
        assert np.all(stencil_levels[N] > stencil_levels[N - 1])

# Printed numbers
print(f"grid spacing h = {h} bohr; points = {len(x)}; "
      f"box ends = {x[0]}, {x[-1]} bohr")
print("series coefficients a_1..a_7:",
      ", ".join(str(series_coefficient(n)) for n in range(1, 8)))
for N in (1, 2, 3):
    print(f"N={N} weights c_0..c_N:", ", ".join(map(str, weights[N])))
theta_example = mp.mpf(1)
k_example = float(theta_example) / h
y_example = float(4 * mp.sin(theta_example / 2) ** 2)
exact_kinetic = k_example**2 / 2
print(f"plane wave: k = {k_example} bohr^-1, kh = 1, y = {y_example:.8f}")
print(f"exact kinetic energy = {exact_kinetic:.8f} hartree")
print("N, stencil kinetic energy, deficit, lower, upper bound (hartree)")
for N in orders:
    kinetic = float(symbol(N, theta_example)) / (2 * h * h)
    low, up = [float(b) / (2 * h * h)
               for b in defect_bounds(N, theta_example)]
    deficit = float(theta_example**2 - symbol(N, theta_example)) / (2 * h * h)
    print(f"{N}  {kinetic:.8f}  {deficit:.4e}  {low:.4e}  {up:.4e}")
print(f"zone boundary: pi^2 = {math.pi**2:.6f} (dimensionless)")
print("N, T_N(pi), T_N(pi)/pi^2 (dimensionless)")
for N in orders:
    edge = float(symbol(N, mp.pi))
    print(f"{N}  {edge:.6f}  {edge / math.pi**2:.4f}")
print(f"boundary defect at N={many}: {boundary_tail:.6f}; "
      f"4 sqrt(pi/N) = {tail_law:.6f}")
print(f"overestimating five-point stencil at kh=1: {other_symbol:.6f}"
      " (exact 1)")
print("oscillator: N, level 0, level 4 (hartree)")
for N in orders:
    print(f"{N}  {stencil_levels[N][0]:.9f}  {stencil_levels[N][4]:.9f}")
print(f"sinc  {sinc_levels[0]:.9f}  {sinc_levels[4]:.9f}")
print("N, ground-state lowering, momentum-averaged defect (hartree)")
for N in orders:
    print(f"{N}  {0.5 - stencil_levels[N][0]:.5e}  {averages[N]:.5e}")
print("all assertions hold")
```

Output:

```
grid spacing h = 0.5 bohr; points = 41; box ends = -10.0, 10.0 bohr
series coefficients a_1..a_7: 1, 1/12, 1/90, 1/560, 1/3150, 1/16632, 1/84084
N=1 weights c_0..c_N: -2, 1
N=2 weights c_0..c_N: -5/2, 4/3, -1/12
N=3 weights c_0..c_N: -49/18, 3/2, -3/20, 1/90
plane wave: k = 2.0 bohr^-1, kh = 1, y = 0.91939539
exact kinetic energy = 2.00000000 hartree
N, stencil kinetic energy, deficit, lower, upper bound (hartree)
1  1.83879078  1.6121e-01  1.4088e-01  1.8293e-01
2  1.97967209  2.0328e-02  1.7270e-02  2.2424e-02
3  1.99694217  3.0578e-03  2.5518e-03  3.3134e-03
4  1.99949400  5.0600e-04  4.1709e-04  5.4157e-04
5  1.99991109  8.8908e-05  7.2627e-05  9.4303e-05
6  1.99998372  1.6281e-05  1.3208e-05  1.7150e-05
zone boundary: pi^2 = 9.869604 (dimensionless)
N, T_N(pi), T_N(pi)/pi^2 (dimensionless)
1  4.000000  0.4053
2  5.333333  0.5404
3  6.044444  0.6124
4  6.501587  0.6587
5  6.826667  0.6917
6  7.072939  0.7166
boundary defect at N=40000: 0.035449; 4 sqrt(pi/N) = 0.035449
overestimating five-point stencil at kh=1: 1.060277 (exact 1)
oscillator: N, level 0, level 4 (hartree)
1  0.492059274  4.150865504
2  0.499392041  4.426004254
3  0.499922622  4.478885751
4  0.499986461  4.492851078
5  0.499997025  4.497271254
6  0.499999222  4.498857157
sinc  0.500000000  4.500000000
N, ground-state lowering, momentum-averaged defect (hartree)
1  7.94073e-03  7.65225e-03
2  6.07959e-04  6.02741e-04
3  7.73776e-05  7.71437e-05
4  1.35394e-05  1.35205e-05
5  2.97462e-06  2.97229e-06
6  7.77848e-07  7.77453e-07
all assertions hold
```
